The Minimum Breakdown Voltage of a Gas with a Square-Root Ionization Law

**1. A gas with a fixed price per ion pair**

Two flat metal plates face each other across a gap of width d. The gap holds gas, and a voltage V between the plates makes a uniform field E = V/d. An electron leaving the negative plate, the cathode, drifts across and ionizes atoms on its way. Each ionization adds one electron, which drifts and ionizes too.

Suppose first that the gas charges a fixed price: an electron makes one ion pair, on average, for every voltage W through which it falls. If n electrons fall through a further small voltage dU, they make n dU/W new ones, so

dn/dU = n/W.

One starting electron has therefore become exp(V/W) electrons at the positive plate, the anode. All but the first were made in the gas, and each left an ion behind. The number of ions is exp(V/W) − 1.

The ions drift back to the cathode. Let each release γ electrons there on average. The discharge keeps itself going when the ions of one avalanche release one new starting electron:

γ[exp(V/W) − 1] = 1.

Dividing by γ, adding 1 and taking the logarithm gives

V = W ln(1 + 1/γ).

With γ = 0.05, one electron must grow to 1 + 1/0.05 = 21 electrons. The voltage needed is then W ln 21, whatever the gap or the pressure.

In a real gas the price W depends on the field and the pressure. The breakdown voltage then varies too, and if γ is constant it is lowest where ion pairs are cheapest. The rest of these notes finds that lowest price for one common form of the ionization law.

**2. Assumptions and notation**

Let α be the mean number of ionizations made by one electron per unit length along the field. For noble gases it is often fitted by

α/p = C exp[−D √(p/E)],

where p is the gas pressure and C and D are positive constants of the gas. This is a fit over a limited range of E/p, and it is taken here as given. Its two limits show what it says. At large E/p the exponential tends to 1 and α/p levels off at C. At small E/p the exponential makes ionization very rare.

The further assumptions are these.

- The field is uniform, so the charge in the gap is too small to disturb it. This suits the onset of breakdown, not the developed discharge.
- The value of α is set by the local field, from the cathode onward.
- No electrons or ions are lost sideways or in the gas.
- The number γ is constant, and the gas temperature is fixed.

Three abbreviations will be used:

x = pd,  L = ln(1 + 1/γ),  u = E/p.

Since E = V/d, they are linked by u = V/(pd) = V/x. The letter e denotes the base of natural logarithms. The elementary charge does not appear in the formulas for V, which hold in any consistent units, atomic units included.

**3. The condition for breakdown**

In a distance dz, n electrons make αn dz new ones:

dn/dz = αn.

The field is uniform, so α is constant across the gap. One starting electron gives n(d) = exp(αd) electrons at the anode and exp(αd) − 1 ions. Those ions release

M = γ[exp(αd) − 1]

new electrons at the cathode. M is the factor by which one generation of cathode electrons is multiplied to give the next.

Let an outside source, such as weak light on the cathode, supply one electron. The later generations contain M, M², M³, … electrons, and every one of them delivers exp(αd) electrons to the anode. If M < 1, the total is a convergent geometric series:

exp(αd)(1 + M + M² + …) = exp(αd)/(1 − M).

The current is amplified, but it stops when the source is removed. As M approaches 1 the gain grows without bound, and for M > 1 each generation is on average larger than the last. Breakdown therefore sets in at M = 1:

γ[exp(αd) − 1] = 1,

exp(αd) = 1 + 1/γ,

αd = L.

These are statements about averages. Even above M = 1 a single electron may fail to start the discharge, because its line of successors may die out by chance, at once or some generations later.

**4. The breakdown voltage as a function of pd**

Write αd = (α/p)(pd) and use p/E = x/V in the ionization law. The condition αd = L becomes

Cx exp[−D √(x/V)] = L.

Pressure and gap enter only through their product x, so V is a function of pd alone.

Before solving, ask whether a solution exists. At fixed x, raising V from zero to infinity raises the left side steadily from 0 towards Cx, which it never reaches. There is one solution if Cx > L, and none otherwise. Breakdown thus requires

pd > L/C.

The reason lies in the levelling-off of α/p at C. Even an unlimited field gives at most Cx ionization lengths in the gap, and L of them are needed.

For x > L/C, divide by Cx and take the logarithm:

−D √(x/V) = ln[L/(Cx)] = −ln(Cx/L).

Define y = ln(Cx/L), which is positive in the allowed range. Then

D √(x/V) = y.

Both sides are positive, so squaring adds no false solution. It gives D²x/V = y², or

V(x) = D²x/y²,  y = ln(Cx/L).

**5. The minimum**

Since y = ln x + ln(C/L), its derivative is dy/dx = 1/x. The product rule gives

dV/dx = D²/y² − (2D²x/y³)(1/x)
= D²/y² − 2D²/y³
= D²(y − 2)/y³.

The denominator is positive. The slope is therefore negative for 0 < y < 2, zero at y = 2 and positive for y > 2. The voltage falls all the way to y = 2 and rises ever after, so this point is the minimum over the whole allowed range, not just a local one.

Setting ln(Cx/L) = 2 gives Cx/L = e², hence

x_min = e²L/C.

Putting y = 2 in the voltage gives V_min = D²x_min/4, and so

V_min = (e²D²/4C) ln(1 + 1/γ).

The reduced field at the minimum is

u_min = V_min/x_min = D²/4.

As a check on the factors, insert this field in the ionization law. There √(p/E) = 2/D, so α/p = C e⁻². Multiplying by x_min gives αd = C e⁻² · e²L/C = L, as required.

The cathode enters V_min and x_min through the same factor L, while u_min does not contain it. If γ changes and the gas stays the same, the minimum moves along the straight line V = (D²/4)x.

**6. The same minimum from the price of an ion pair**

The opening case suggests a second derivation. An electron moving a distance dz falls through a voltage E dz and makes α dz ion pairs. The voltage spent per pair is

W = E/α.

The condition αd = L, with d = V/E, reads αV/E = L, so

V = W L.

This has the form of the opening result, but W now depends on u. Dividing E and α by p gives

W(u) = u/(α/p) = (u/C) exp(D/√u).

It is easier to minimize the logarithm:

ln W = ln u − ln C + D u^(−1/2),

d(ln W)/du = 1/u − (D/2) u^(−3/2) = (1/u)[1 − D/(2√u)].

The bracket is negative for √u < D/2 and positive for √u > D/2. The lowest price is therefore at u = D²/4, where D/√u = 2:

W_min = (D²/4C) e².

Multiplying by L gives V_min again. Nothing is missed by varying u instead of x. The breakdown condition gives x = (L/C) exp(D/√u), which falls steadily from infinity to L/C as u runs from zero to infinity, so each allowed x occurs once.

The two sides of the minimum can now be read. At low u the factor exp(D/√u) is large: ionizations are rare, and most of the work done by the field goes into other processes, such as the excitation of atoms. Above the minimum, at fixed pressure, α still grows with the field, but more slowly than in proportion to it, so each ion pair costs more voltage. Only at much higher fields, beyond the range of the fit used below, would α level off and W approach u/C.

**7. The shape of the curve and its limits**

Measure pd in units of its best value, s = x/x_min. Then Cx/L = e²s and y = 2 + ln s. Dividing V = D²s x_min/y² by V_min = D²x_min/4 gives

V/V_min = 4s/(2 + ln s)².

In this model all gases and cathodes share this one curve.

Near the minimum, put s = 1 + δ with δ small. To second order ln s = δ − δ²/2, so

(2 + ln s)²/4 = (1 + h)²,  h = δ/2 − δ²/4.

Using (1 + h)⁻² = 1 − 2h + 3h² and keeping terms up to δ²,

(1 + h)⁻² = 1 − δ + δ²/2 + 3δ²/4 = 1 − δ + 5δ²/4.

Multiplying by s = 1 + δ cancels the linear term and leaves

V/V_min ≈ 1 + δ²/4.

The minimum is flat: a pd that is off by 20% raises the voltage by about 1% (on the full curve, 1.4% when pd is too small and 0.8% when it is too large).

Farther out the two sides differ. Half the best pd gives V/V_min = 1.171, twice the best pd gives 1.103. To see that too small is worse than too large by the same factor r, let l = ln r with 0 < l < 2. The ratio of the two voltages is

V(1/r)/V(r) = (1/r²)(2 + l)²/(2 − l)².

Half its logarithm is ln[(1 + l/2)/(1 − l/2)] − l. The series of the first term is l + l³/12 + …, with all terms positive, so the difference is positive and the left side is the steeper.

Two limits complete the picture.

- **Large pd.** Here V = D²x/ln²(Cx/L). The voltage rises more slowly than in proportion to pd, and the reduced field u = D²/y² slowly falls.
- **The lower limit of pd.** Put Cx/L = 1 + ε with ε small and positive. Then y ≈ ε and V ≈ D²L/(Cε²), which diverges as pd approaches L/C. The field diverges too, so the fitted law has failed before this limit is reached.

**8. Worked example: argon at 1 Torr**

Take argon between metal plates at 1 Torr and 300 K, with the rough typical values

C = 29 per (cm Torr),
D = 27 (V/(cm Torr))^(1/2),
γ = 0.05.

The avalanche must reach 21 electrons, so

L = ln 21 = 3.0445.

The reduced field at the minimum is

D²/4 = 729/4 = 182 V/(cm Torr).

The lowest price of an ion pair is

W_min = e²D²/(4C) = 7.389 × 729/116 = 46.4 V.

An electron that falls through 46.4 V receives 46.4 eV from the field. Ionizing an argon atom takes roughly 16 eV, so even at the best field about two thirds of the energy goes elsewhere.

The minimum voltage and its position are

V_min = 46.44 V × 3.0445 = 141 V,

x_min = 7.389 × 3.0445/29 = 0.776 Torr cm.

Converted, these are 5.2 atomic units of potential and 1.03 Pa m. At 1 Torr the gap is 0.776 cm, the field is 182 V/cm, and α = L/d = 3.9 per cm.

These values were checked without the closed formulas. The equation dn/dz = αn was integrated numerically, the voltage with M = 1 was found for each pd, and that voltage was minimized over pd. The result was 141.38 V, the same as the formula to the digits shown. A second set, C = 17, D = 20 and γ = 0.01 in the same units, gave 200.60 V by both routes.

The onset is sharp. With pd held at 0.776 Torr cm, a voltage of 0.9 V_min gives M = 0.718 and a current gain of about 55, so the current still needs its outside source. At 1.1 V_min, M = 1.36, and successive generations grow on average, although a single starting electron may still fail to start the discharge.

No breakdown occurs in the model below pd = L/C = 0.105 Torr cm. The ionization law can be trusted up to roughly 700 V/(cm Torr), however, and the breakdown curve reaches that field at

pd = 0.105 × exp(27/√700) = 0.291 Torr cm,

where V = 204 V. To the left of this point the curve is an extrapolation, and so is the limit of 0.105 Torr cm. The minimum itself lies well inside the range.

**9. What the model leaves out**

Each effect below is taken alone, with the other inputs held at the values of the example.

**The first fall.** A new electron cannot ionize until it has fallen through about the ionization potential V_i. A simple correction removes the length V_i/E from the avalanche:

α(d − V_i/E) = L.

Multiply by E/α and use Ed = V:

V = V_i + (E/α)L = V_i + W(u)L.

The added term does not depend on u. The best u is unchanged, and within this correction the minimum rises by V_i itself. With V_i ≈ 16 V it becomes 157 V, which is 11% higher, and the best pd becomes 157.4/182.25 = 0.864 Torr cm.

**The cathode.** The yield γ depends on the metal and on the state of its surface, and is taken here as uncertain by a factor of two. Halving it to 0.025 gives L = ln 41 and V_min = 172 V. Doubling it to 0.1 gives L = ln 11 and 111 V. The logarithm softens the dependence but does not remove it.

The yield may also vary with the field. Then L in V = W L depends on u, and the two factors can no longer be minimized separately. As a trial, let γ grow as √(E/p), with the value 0.05 at 182 V/(cm Torr). The minimum moves to 261 V/(cm Torr), since the larger yield there repays the higher price per pair. The gain is small for this weak variation: at the new minimum γ is 0.060, L is about 6% lower and W about 3% higher, so the voltage falls only to 138 V. A yield that rises faster with the field matters more. If γ grows in proportion to E/p, from the same 0.05 at 182 V/(cm Torr), the minimum falls to 122 V, at 562 V/(cm Torr). The best pd moves much more than the voltage: from 0.776 Torr cm to 0.53 Torr cm for the square-root law and to 0.22 Torr cm for the proportional one.

**The fitted constants.** V_min varies as D²/C. Raising D by 5% multiplies the voltage by 1.05² and gives 156 V, an increase of 10%.

**The gas temperature.** Collisions depend on the density of atoms, not on pressure as such. At a fixed pressure the density varies as 1/T, so gas at temperature T behaves like gas at 300 K with its pressure multiplied by t = 300 K/T. The breakdown condition then contains tx wherever it contained x. The lowest voltage stays at 141 V, and the best pd is divided by t. At 400 K it is 0.776 × 400/300 = 1.03 Torr cm. (This has the same digits as the earlier value in Pa m because 1 Torr cm happens to be close to 4/3 Pa m.)

**Sideways loss.** Electrons also diffuse towards the edge of the plates. For round plates of radius R, with an electron density that vanishes at the edge, the slowest-decaying radial profile is lost at the rate D_e(2.405/R)², where D_e is the diffusion coefficient and 2.405 is the first zero of the Bessel function J₀. Dividing by the drift speed μE, with μ the mobility, gives the loss per unit length:

(D_e/μ)(2.405/R)²/E.

With D_e/μ ≈ 8 V and R = 10 cm, this is 6.5 × 10⁻⁴ of α and can be ignored. It grows as 1/R² and would matter in a narrow tube.

**Field emission.** A strong field can pull electrons out of the cathode by tunnelling. In atomic units, a barrier of height φ in a field F falls to zero over the length φ/F. The tunnelling exponent is

2 ∫ √(2(φ − Fz)) dz = 4√2 φ^(3/2)/(3F),

with z from 0 to φ/F. For φ ≈ 4.5 eV, and with the field enhanced 100 times at a sharp spot, the exponent is 3.6 × 10⁴. The probability, of order exp(−3.6 × 10⁴), is negligible. In gaps of a few micrometres the fields are far higher, and this conclusion need not hold.

**10. The model beside a real argon gap**

Measured minimum breakdown voltages of argon between metal plates depend strongly on the cathode. They run from roughly 100 V to well above 200 V, at a pd of roughly 1 Torr cm, and the example falls in that region. The agreement is no sharp test, because γ was a rough choice. The assumption that matters most is a known, constant yield: real cathodes are oxidized, coated or sputtered during processing, and photons and excited atoms reaching the surface release electrons as well. A factor of two in γ moves the result between 111 and 172 V. The first fall adds about 16 V in the simple correction above, and small errors in the fitted constants count for about as much. For a constant yield within a factor of two of 0.05, a sensible reading of the example is therefore a minimum between about 100 and 200 V, not 141 V to three figures. For a cathode with a much smaller yield the minimum lies higher.

The result applies to a steady voltage between wide, flat plates. In a radio-frequency discharge the electrons oscillate, and the balance of gains and losses is a different one. Nor does V_min give the voltage of the discharge once it burns, since space charge then makes the field non-uniform.

For choosing a working point under the stated conditions, the flat minimum is useful. With the gap held at 0.776 cm and the gas at 300 K, halving the pressure to 0.5 Torr raises the breakdown voltage by 17% in this model, and doubling it to 2 Torr raises it by 10%. These percentages depend on the ionization fit and are not general figures for argon. Another common form, α/p = A exp(−Bp/E) with A = 12 per (cm Torr) and B = 180 V/(cm Torr), gives 32% and 23% for the same changes. That form also moves the minimum itself: its lowest price is eB/A = 40.8 V per ion pair and its minimum is 124 V at 0.69 Torr cm, 12% below the example. Both pairs of figures leave out the first fall, which moves the best pd upward and so makes the first figure larger and the second smaller. If the yield is constant, the lowest starting voltage is wanted and the best pd is uncertain, it is safer to err towards the larger pd. This rule rests on the constant yield. With the field-dependent yields tried above the best pd lies lower, and halving the pressure from 1 Torr lowers the voltage, by 1% for the square-root law and 11% for the proportional one, while doubling it raises the voltage by 17% and 23%. The numerical output below lists the main values of the worked example.

Computed results

```
INPUTS (rough typical values for argon and metal plates)
C = 29 1/(cm Torr)
D = 27 (V/(cm Torr))^(1/2)
gamma = 0.05 (no unit)
pressure = 1.0 Torr
gas temperature = 300 K
RESULTS
L = ln(1+1/gamma) = 3.0445 (no unit)
electrons at anode per cathode electron = 21.0
least pd for any breakdown, L/C = 0.1050 Torr cm
pd at minimum = 0.7757 Torr cm
pd at minimum, converted = 1.0342 Pa m
E/p at minimum = 182.25 V/(cm Torr)
least energy per ion pair = 46.44 eV
V_min from formula = 141.38 V
V_min from integrated avalanche = 141.38 V
V_min, converted = 5.195 atomic units
pd from integrated avalanche = 0.7757 Torr cm
gap at minimum = 0.776 cm
field at minimum = 182.2 V/cm
alpha at minimum = 3.925 1/cm
SECOND PARAMETER SET (test only)
C = 17 1/(cm Torr), D = 20 (V/(cm Torr))^(1/2), gamma = 0.01
V_min: formula 200.60 V, avalanche 200.60 V
NEAR BREAKDOWN, pd held at the minimum
generation factor M at 0.9 V_min = 0.718
current gain at 0.9 V_min = 54.6
generation factor M at 1.1 V_min = 1.363
SHAPE OF THE CURVE
V/V_min at half the optimal pd = 1.171
V/V_min at twice the optimal pd = 1.103
rough upper limit of rate law = 700 V/(cm Torr)
limit reached at pd = 0.291 Torr cm, V = 203.9 V
NEGLECTED EFFECTS
ionization potential, rough = 16 V
V_min with first-fall delay = 157.38 V
pd at minimum with delay = 0.864 Torr cm
V_min with gamma halved = 172.4 V
V_min with gamma doubled = 111.3 V
V_min, gamma growing as sqrt(E/p) = 137.6 V
E/p at that minimum = 261 V/(cm Torr)
V_min with D raised by 5 percent = 155.9 V
at 400 K: V_min = 141.38 V, pd = 1.034 Torr cm
electron diffusion/mobility, rough = 8 V
plate radius = 10 cm
side loss / alpha = 6.5e-04 (no unit)
work function, rough = 4.5 eV
field enhancement at a sharp spot = 100
tunnelling exponent there = 3.6e+04 (no unit)
```
